\section*{Schiff's Bremsstrahlung Angular Distribution and Its Median Angle}

\section{Situation, conventions and result}

A beam of fast electrons crosses a thin foil, and a detector records the bremsstrahlung photons but not the electrons that emitted them. To place a collimator, or to sample photon directions in a transport code, one needs the angular distribution at fixed photon energy, summed over the directions of the outgoing electron. The screening of the nucleus by the atomic electrons enters this distribution through a logarithm that depends on the angle.

Units are $\hbar=c=m=1$, with $m$ the electron mass; they suit relativistic emission better than atomic units. An electron of total energy $E_0$ emits a photon of energy $k$ and keeps $E=E_0-k$. The photon makes an angle $\theta$ with the incident electron. Define
\begin{equation}
r=\frac{E}{E_0},\quad y=E_0\theta,\quad x=y^2,\quad \delta=\frac{k}{2E_0E}=\frac{1-r}{2rE_0}.
\end{equation}
In ordinary units $y=E_0\theta/(mc^2)$, so the energy that scales the angle is the incident one. The atom is a nucleus of charge $Z$ with an exponentially screened potential of inverse length $b=Z^{1/3}/C$; the constant $C$ is fixed in Section~\ref{sec:screen}. The result is
\begin{align}
d\sigma&=4Z^2\alpha r_e^2\,\frac{dk}{k}\,y\,dy\,S(y),\label{eq:main}\\
S&=\frac{16rx}{(1+x)^4}-\frac{(1+r)^2}{(1+x)^2}
+\left[\frac{1+r^2}{(1+x)^2}-\frac{4rx}{(1+x)^4}\right]\ln M,\label{eq:S}\\
\frac1M&=\delta^2+\frac{b^2}{(1+x)^2}.\label{eq:M}
\end{align}
It holds in lowest Born order for $E_0,E\gg1$, $\theta\ll1$, $\delta\ll1$ and $b\ll1$, summed over final spins and polarizations and averaged over the initial spin. Without screening the median of $y$ at fixed $k$ is 1; with screening it is larger.

\section{From the Dirac amplitude to small angles}

The nucleus supplies a momentum $\mathbf q=\mathbf p_1-\mathbf p_2-\mathbf k$ and no energy. The squared amplitude contains $4\pi\alpha$ from photon emission and $(4\pi Z\alpha)^2/(q^2+b^2)^2$ from the potential. The golden rule, with flux factor $1/(2p_1)$ and phase space $d^3p/[(2\pi)^3 2E]$ for each final particle, gives the numerical factor
\[
\frac{2\pi\cdot 64\pi^3}{2\cdot2\cdot2\,(2\pi)^6}=\frac1{4\pi^2}.
\]
Since $r_e=\alpha$ in these units,
\begin{equation}
d\sigma=\frac{Z^2\alpha r_e^2}{4\pi^2}\frac{p_2}{p_1}\,k\,dk\,d\Omega_k\,d\Omega_2\,\frac{T}{(q^2+b^2)^2}.\label{eq:golden}
\end{equation}
Here $T=\frac12\sum|\bar U_2QU_1|^2$, with spinors normalized to $\bar UU=2$ and
\[
Q=\frac{\gamma\!\cdot\!\epsilon\,[\gamma\!\cdot\!(p_2+k)+1]\gamma^0}{2p_2\!\cdot\! k}
-\frac{\gamma^0[\gamma\!\cdot\!(p_1-k)+1]\,\gamma\!\cdot\!\epsilon}{2p_1\!\cdot\! k}.
\]

Put the $z$ axis along the photon. Let $\mathbf u$ and $\mathbf v$ be the transverse momenta of the electron before and after, so that $|\mathbf u|=y$, and set
\[
\xi=\frac1{1+u^2},\qquad \eta=\frac1{1+v^2}.
\]
From $p_z\simeq E-(1+p_\perp^2)/(2E)$ the denominators are $2p_2\cdot k=k/(E\eta)$ and $2p_1\cdot k=k/(E_0\xi)$.

The intermediate electron has energy $E_0$ and transverse momentum $\mathbf v$ in the first term, and energy $E$ and transverse momentum $\mathbf u$ in the second. Its longitudinal momentum differs from the on-shell value by $O(1/E)$. To leading order the numerators can therefore be replaced by on-shell spin sums $\sum U\bar U$. The potential then acts between nearly parallel spinors of equal energy, which gives $2E_0$ or $2E$ times the unit matrix in spin. What remains is the emission vertex $V(\mathbf w)$, in which an electron of transverse momentum $\mathbf w$ goes from energy $E_0$ to $E$.

With $U=\sqrt{E+1}\,(\chi,\ \boldsymbol\sigma\!\cdot\!\mathbf p\,\chi/(E+1))$ one has
\[
-V=\sqrt{(E+1)(E_0+1)}\;\chi'^\dagger\!\left[
\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\frac{\boldsymbol\sigma\!\cdot\!\mathbf p}{E_0+1}
+\frac{\boldsymbol\sigma\!\cdot\!\mathbf p'}{E+1}\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\right]\!\chi .
\]
Insert $\boldsymbol\sigma\cdot\mathbf p/(E_0+1)\simeq\sigma_z(1-1/E_0)+\boldsymbol\sigma\cdot\mathbf w/E_0$, and the same with $E$. Because $\sigma_z$ anticommutes with $\boldsymbol\sigma\cdot\boldsymbol\epsilon$, the large longitudinal parts cancel and leave $\sigma_z\boldsymbol\sigma\cdot\boldsymbol\epsilon\,(1/E_0-1/E)$. The transverse parts follow from $\boldsymbol\sigma\cdot\boldsymbol\epsilon\,\boldsymbol\sigma\cdot\mathbf w=\boldsymbol\epsilon\cdot\mathbf w+i\sigma_z(\boldsymbol\epsilon\times\mathbf w)_z$. Hence
\[
-V=\frac{1}{\sqrt{E_0E}}\,\chi'^\dagger\big[(E_0+E)\,\boldsymbol\epsilon\!\cdot\!\mathbf w
-ik\sigma_z(\boldsymbol\epsilon\times\mathbf w)_z-k\sigma_z\boldsymbol\sigma\!\cdot\!\boldsymbol\epsilon\big]\chi .
\]
The amplitude is $(2E_0E/k)[\eta V(\mathbf v)-\xi V(\mathbf u)]$. With
\[
\mathbf A=\xi\mathbf u-\eta\mathbf v,\qquad B=\xi-\eta,
\]
it equals $2\sqrt{E_0E}/k$ times the bracket above, with $\mathbf w$ replaced by $\mathbf A$ and the last term multiplied by $B$. In the spin trace the three terms do not interfere, since they are proportional to $1$, to $\sigma_z$ and to a transverse Pauli matrix. The polarization sum gives $(E_0+E)^2A^2+k^2A^2+2k^2B^2$, and $(E_0+E)^2+k^2=2(E_0^2+E^2)$, so
\begin{equation}
T=\frac{8E_0E}{k^2}\left[(E_0^2+E^2)A^2+k^2B^2\right].\label{eq:T}
\end{equation}

The bracket simplifies. Let $\mathbf q_\perp=\mathbf u-\mathbf v$. Then $u^2\xi^2=\xi-\xi^2$, $v^2\eta^2=\eta-\eta^2$ and $2\mathbf u\cdot\mathbf v=1/\xi+1/\eta-2-q_\perp^2$, so that
\begin{align*}
A^2&=\xi-\xi^2+\eta-\eta^2-(\xi+\eta-2\xi\eta-q_\perp^2\xi\eta)\\
&=q_\perp^2\xi\eta-B^2.
\end{align*}
Since $E_0^2+E^2-k^2=2E_0E$, the bracket is $(E_0^2+E^2)q_\perp^2\xi\eta-2E_0E\,B^2$. It vanishes as $q_\perp^2$ when $\mathbf v\to\mathbf u$: an electron that is not deflected does not radiate. Against the factor $1/q^4$ this zero leaves a logarithm.

\section{Integration over the electron direction}

Use $d\Omega_k=2\pi y\,dy/E_0^2$, $d\Omega_2=d^2v/E^2$ and $p_2/p_1\simeq E/E_0$ in (\ref{eq:golden}). The prefactor becomes $(4/\pi)Z^2\alpha r_e^2\,(dk/k)\,y\,dy/E_0^2$. Comparison with (\ref{eq:main}) gives
\begin{equation}
S=\frac1\pi\left[(1+r^2)\,\xi J_1-2rJ_2\right],\label{eq:SJ}
\end{equation}
\[
J_1=\int\! d^2v\,\frac{q_\perp^2\,\eta}{(q_\perp^2+\mu^2)^2},\qquad
J_2=\int\! d^2v\,\frac{B^2}{(q_\perp^2+\mu^2)^2}.
\]
The cutoff $\mu$ comes from $b$ and the longitudinal momentum transfer
\[
q_z=\frac{1+v^2}{2E}-\frac{1+u^2}{2E_0}.
\]
This is $O(1/E)$ and matters only when $q_\perp$ is equally small. There $v$ may be set equal to $u$, which gives $q_z=\delta(1+u^2)$ and
\begin{equation}
\mu^2=b^2+\delta^2(1+u^2)^2,\qquad M=\frac{(1+u^2)^2}{\mu^2}=\frac1{\xi^2\mu^2},
\end{equation}
in agreement with (\ref{eq:M}). Terms that vanish with $\mu$ are dropped below.

\subsection{Azimuthal average and two elementary integrals}

Let $s=v^2$ and $a=s+u^2+\mu^2$, so $q_\perp^2+\mu^2=a-2uv\cos\phi$. With $R=a^2-4u^2s$, the azimuthal averages are
\[
\Big\langle\frac1{q_\perp^2+\mu^2}\Big\rangle=\frac1{\sqrt R},\qquad
\Big\langle\frac1{(q_\perp^2+\mu^2)^2}\Big\rangle=\frac{a}{R^{3/2}},
\]
the second being minus the $a$-derivative of the first. After averaging, $d^2v\to\pi\,ds$. Both $J$'s reduce to
\[
K_n=\int_0^\infty\frac{ds}{(1+s)^n\sqrt R},\qquad n=1,2.
\]
Substitute $t=1/(1+s)$. Then $K_1=\int_0^1dt/\sqrt P$ and $K_2=\int_0^1t\,dt/\sqrt P$, where
\[
P=t^2R=ct^2-2dt+1,\quad d=1+u^2-\mu^2,\quad c=d^2+4u^2\mu^2 .
\]
Completing the square, $P=[(ct-d)^2+4u^2\mu^2]/c$, and therefore
\[
K_1=\frac1{\sqrt c}\left[\operatorname{arsinh}\frac{c-d}{2u\mu}+\operatorname{arsinh}\frac{d}{2u\mu}\right].
\]
For $\mu\to0$, $d\to1/\xi$, $c\to1/\xi^2$ and $c-d\to u^2/\xi$. With $\operatorname{arsinh}z\to\ln2z$ the two terms add to
\[
\ln\left[\frac{u}{\xi\mu}\cdot\frac{1}{\xi u\mu}\right]=\ln\frac1{\xi^2\mu^2}=\ln M,
\]
so $K_1=\xi\ln M$. At $u=0$ direct integration gives $\ln(1/\mu^2)/(1-\mu^2)$, which has the same limit. For $K_2$ write $t=d/c+(ct-d)/c$ and use $d\sqrt P/dt=(ct-d)/\sqrt P$:
\[
K_2=\frac dcK_1+\frac{\sqrt{P(1)}-\sqrt{P(0)}}{c}\to\xi^2\ln M+\xi^2(u^2-1),
\]
because $P(0)=1$ and $P(1)=(u^2+\mu^2)^2$.

\subsection{The two J integrals}

In $J_1$ write
\[
\frac{q_\perp^2}{(q_\perp^2+\mu^2)^2}=\frac1{q_\perp^2+\mu^2}-\frac{\mu^2}{(q_\perp^2+\mu^2)^2}.
\]
The last term is concentrated at $\mathbf v=\mathbf u$ and has integral $\pi$, so
\begin{equation}
J_1=\pi\xi(\ln M-1).\label{eq:J1}
\end{equation}
In $J_2$, $B^2=\xi^2\eta^2(s-u^2)^2$. Since $R=(s-u^2)^2+2\mu^2(s+u^2)+\mu^4$,
\[
\frac{(s-u^2)^2}{R^{3/2}}=\frac1{\sqrt R}-\frac{2\mu^2(s+u^2)+\mu^4}{R^{3/2}}.
\]
As $\mu\to0$ the last fraction becomes a peak at $s=u^2$ of area
\[
\int_{-\infty}^{\infty}\frac{4u^2\mu^2\,dz}{(z^2+4u^2\mu^2)^{3/2}}=2 .
\]
It multiplies $a/(1+s)^2\to2u^2\xi^2$ and contributes $-4u^2\xi^2$. For the first part use
\[
\frac{s+u^2}{(1+s)^2}=\frac1{1+s}+\frac{u^2-1}{(1+s)^2},
\]
which gives
\[
K_1+(u^2-1)K_2=2u^2\xi^2\ln M+(u^2-1)^2\xi^2 .
\]
The terms without logarithm add to $\xi^2[(u^2-1)^2-4u^2]=\xi^2[(1+u^2)^2-8u^2]=1-8u^2\xi^2$. Thus
\begin{equation}
J_2=\pi\xi^2\left[2u^2\xi^2\ln M+1-8u^2\xi^2\right].\label{eq:J2}
\end{equation}
Inserting (\ref{eq:J1}) and (\ref{eq:J2}) in (\ref{eq:SJ}), the coefficient of $\ln M$ is $(1+r^2)\xi^2-4ru^2\xi^4$. The rest is $-(1+r^2)\xi^2-2r\xi^2+16ru^2\xi^4=-(1+r)^2\xi^2+16ru^2\xi^4$. With $u^2=x$ this is (\ref{eq:S}).

\section{Screening constant and angular integral}\label{sec:screen}

A real atom has the factor $(1-F)^2/q^4$ in place of $1/(q^2+b^2)^2$, where $F(q)$ is the form factor of its electrons, normalized to $F(0)=1$. In complete screening, $\delta\to0$, the atom is felt only at $q\sim b\ll1$. There the averaged bracket is proportional to $q^2$, so the form factor enters $S$ through the single number $\int(1-F)^2dq/q$. An exponentially screened atom gives, up to a limit $K$ with $b\ll K$,
\[
\int_0^K\frac{q^3\,dq}{(q^2+b^2)^2}=\ln\frac Kb-\frac12 .
\]
Equating this to the same integral for the Thomas--Fermi atom, whose length scale is $\frac12(3\pi/4)^{2/3}/(\alpha Z^{1/3})$, yields $C\simeq111$. When $\delta$ and $b$ are comparable, the exponential form is a model for the shape of the atom and the matching is no longer a derivation.

For the integral over angles, $y\,dy=dx/2$. The integrals needed are
\[
\int_0^\infty\!\frac{dx}{(1+x)^2}=1,\qquad \int_0^\infty\!\frac{x\,dx}{(1+x)^4}=\frac16,
\]
and, with an additional factor $\ln(1+x)$ in the integrands, $1$ and $\frac14-\frac19=\frac5{36}$. In complete screening $\ln M=2\ln(1/b)+2\ln(1+x)$, and
\begin{equation}
k\frac{d\sigma}{dk}=4Z^2\alpha r_e^2\left\{\Big(1+r^2-\frac{2r}3\Big)\Big[\ln\frac1b+\frac12\Big]+\frac r9\right\}.\label{eq:full}
\end{equation}
Without screening $\ln M=2\ln(1/\delta)$ is constant. The non-logarithmic part integrates to $\frac{8r}3-(1+r)^2=-(1+r^2-\frac{2r}3)$, so
\begin{equation}
k\frac{d\sigma}{dk}=4Z^2\alpha r_e^2\Big(1+r^2-\frac{2r}3\Big)\Big[\ln\frac1\delta-\frac12\Big].\label{eq:bare}
\end{equation}

\section{The median angle}

Under $x\to1/x$ the measures $dx/(1+x)^2$ and $x\,dx/(1+x)^4$ go into themselves. If $M$ does not depend on angle, every term of $S\,dx$ therefore has equal weight below and above $x=1$. Hence, without screening,
\begin{equation}
\theta_{\rm med}=\frac{m}{E_0}
\end{equation}
at every photon energy within the regime of (\ref{eq:S}).

With screening, $M=(1+x)^2/\mu^2$ grows with angle. Without it the cutoff $\mu=\delta(1+x)$ is proportional to $1+x$ and $M$ is constant; the screening part $b^2$ of $\mu^2$ does not depend on angle, so $\mu$ then grows more slowly than $1+x$. Let $\tau=\ln x$ and $h(\tau)=xS$, the density in $\tau$. The median $\tau_m$ obeys
\[
\int_0^{\tau_m}\!h\,d\tau=\frac12\int_0^\infty[h(\tau)-h(-\tau)]\,d\tau\equiv D .
\]
The even terms cancel in the difference, leaving
\begin{equation}
D=\frac12\int_1^\infty\!dx\left[\frac{1+r^2}{(1+x)^2}-\frac{4rx}{(1+x)^4}\right]\ln\frac{M(y)}{M(1/y)} .
\end{equation}
Since $x/(1+x)^2\le\frac14$, the square bracket is at least $(1-r+r^2)/(1+x)^2>0$. The logarithm is positive for $y>1$ and $b>0$. Thus $D>0$ and the median lies above 1, provided that $h>0$. This holds for $\ln M>2$: with $p=x/(1+x)^2$, the sign of $h$ is that of
\[
(1+r^2-4rp)\ln M-(1+r)^2+16rp .
\]
At fixed $\ln M$ this is linear in $p$ and positive at both ends of $0\le p\le\frac14$.

For a small shift $h$ may be replaced by its value at $\tau=0$:
\begin{equation}
\ln y_{\rm med}\simeq\frac{D}{2f_0},\quad
f_0=S(1)=\frac{(1-r+r^2)\ln M(1)-(1-r)^2}{4}.\label{eq:est}
\end{equation}
In complete screening $\ln[M(y)/M(1/y)]=2\ln x$. Integration by parts gives
\begin{align*}
\int_1^\infty\frac{\ln x\,dx}{(1+x)^2}&=\int_1^\infty\frac{dx}{x(1+x)}=\ln2,\\
\int_1^\infty\frac{x\ln x\,dx}{(1+x)^4}&=\int_1^\infty\frac{(3x+1)\,dx}{6x(1+x)^3}=\frac{\ln2-\frac14}{6},
\end{align*}
and therefore
\begin{equation}
D=(1+r^2)\ln2-\frac{2r}3\Big(\ln2-\frac14\Big).
\end{equation}
As $D$ stays fixed while $f_0$ grows like $\ln(1/b)$, the shift falls off as the inverse of the screening logarithm. That decrease is slow, so in complete screening the shift remains appreciable for real atoms. When $\delta$ is not small compared with $b$, the shift is smaller.

\section{Tungsten at 50 MeV}

Take a thin polycrystalline bcc tungsten foil, $Z=74$, an incident total energy of 50 MeV and a photon of 25 MeV. The atoms are treated as independent radiators. Then $E_0=97.85$, $r=0.5$ and
\[
\delta=\frac{0.5}{2(0.5)(97.85)}=0.00511,\qquad b=\frac{74^{1/3}}{111}=0.0378 .
\]
At $y=1$, $1/M=0.00511^2+(0.0378/2)^2=3.8\times10^{-4}$ and $\ln M=7.866$, so
\[
S(1)=0.5-0.5625+(0.3125-0.125)(7.866)=1.412 .
\]
Screening dominates the cutoff here. The two parts of $1/M$ become equal at $1+x=b/\delta=7.4$, that is at $y\simeq2.5$; at larger angles the longitudinal momentum transfer takes over.

With $Z^2\alpha r_e^2=3.173$ barn, the integrated cross section $k\,d\sigma/dk$ is 41.8 barn. Equation (\ref{eq:full}) gives 44.6 barn and (\ref{eq:bare}) gives 55.6 barn. The full value lies below both, because the two cutoffs add in $1/M$ and each limit omits one of them. Per unit solid angle, (\ref{eq:main}) becomes $k\,d^2\sigma/(dk\,d\Omega)=(2/\pi)Z^2\alpha r_e^2E_0^2S$. In the forward direction, where $S=5.916$, this is about $1.1\times10^5$ barn/sr.

For the median, $D=0.5101$ and $f_0=1.4124$ give $y_{\rm med}\simeq\exp(0.5101/2.8248)=1.198$. A root search on the cumulative distribution of the exponentially screened atom gives 1.195. The angle unit $m/E_0$ is 10.22 mrad, so
\[
\theta_{\rm med}=12.2\ \text{mrad}=0.70^\circ .
\]
In this model a cone of half-angle $m/E_0$ contains 42\% of the photons of this energy, against one half without screening. These values depend on the assumed shape of the atom. The Born cross section with the Thomas--Fermi form factor and without the small-angle expansion gives a median of 1.18 (12.1 mrad), a fraction of 43\% and 41.2 barn; the three medians that follow become 1.26, 1.18 and 1.08.

The shift depends on photon energy. For $k/E_0=0.2$, 0.5 and 0.8 the medians are 1.27, 1.19 and 1.08, while complete screening would give 1.30, 1.28 and 1.24. The growing gap follows from $\delta$, which rises from 0.0013 to 0.020 over this range. At the upper end it exceeds $b/2=0.019$, so that the angle-independent part of $1/M$ is the larger one already at $y=1$.

\section{Use and limits}

For numerical work the variable $w=x/(1+x)$ is convenient. It maps all angles to $0<w<1$ and gives $dx/(1+x)^2=dw$, so the density in $w$ is
\[
(1+x)^2S=\left[1+r^2-4rw(1-w)\right]\ln M-(1+r)^2+16rw(1-w),
\]
with $1/M=\delta^2+b^2(1-w)^2$. This function is smooth when $\delta>0$. Its cumulative integral yields the median by root search, and photon angles by inversion through $y=\sqrt{w/(1-w)}$. An implementation should check $\ln M>2$, which guarantees a positive density.

Explicit Dirac spinors, integrated numerically over a wide range of forward electron directions without the small-angle expansion, were tested against (\ref{eq:S}) at $y=0.5$, 1 and 2. For the tungsten case the largest relative deviation is about $10^{-3}$. Replacing the exponential atom by the Thomas--Fermi form factor in complete screening changes $S$ by at most 1\% at $y=0.3$, 1 and 2.5. These figures, printed in the numerical output below, measure the small-angle expansion at the tested angles and, in complete screening only, the effect of the atom's shape, both within the Born treatment of a screened nucleus. Outside these settings the deviations are larger. For the exponential atom (\ref{eq:S}) lies 0.6\% below the full Born value in the forward direction of the tungsten example, and 2\% above it at $y=10$ for $k/E_0=0.8$. At the actual $\delta$ of the example, the Born value for the Thomas--Fermi atom differs from (\ref{eq:S}) by up to about 3\% for $k/E_0=0.5$ and 4\% for $k/E_0=0.8$.

None of these figures measures what the Born treatment leaves out. For tungsten $\alpha Z=0.54$, so Coulomb corrections beyond Born order are not negligible, and neither the cross sections nor the medians above should be read as percent-level predictions. The known high-energy correction replaces $\ln M$ by $\ln M-2f(Z)$, with $f=0.28$ for tungsten; it lowers 41.8 barn to about 38.5 barn and raises the median from 1.195 to about 1.21, or 12.4 mrad. Emission in the field of the atomic electrons, coherent emission from crystal planes and multiple scattering in the foil are also omitted. Multiple scattering can be ignored if the foil deflects the electrons by much less than 10 mrad before they radiate. At 50 MeV the rms deflection reaches 10 mrad after about 4 $\mu$m of tungsten, so the foil must be well below that thickness. Finally, (\ref{eq:S}) fails near the end of the spectrum, where $E$ is no longer large compared with $m$ and $\delta$ is no longer small, and at angles where $y$ approaches $E_0/m$.

\section*{Numbers as computed}
\begin{verbatim}
max rel. deviation, small-angle Dirac factor: 1.3e-07
max rel. deviation, J1 and J2 at mu=0.001: 1.6e-06
max rel. deviation, Dirac integral, E0=1000 m: 1.5e-05
max rel. deviation, Dirac integral, W example: 9.5e-04
max rel. deviation, Thomas-Fermi form factor: 9.6e-03
Thomas-Fermi screening constant C: 111.0
C*sqrt(e), constant in the integrated log: 183.1
W: Z = 74, alpha*Z = 0.540
incident total energy: 50.0 MeV = 97.85 m
photon energy: 25.0 MeV, r = E/E0 = 0.50
delta = 0.00511 m, b = 0.03781 m
screening length 1/b: 26.45 reduced Compton wavelengths
Z^2 alpha r_e^2: 3.173 barn
y = 0.0: ln M = 6.532, S = 5.9156, y*S = 0.0000
y = 0.5: ln M = 6.969, S = 3.5270, y*S = 1.7635
y = 1.0: ln M = 7.866, S = 1.4124, y*S = 1.4124
y = 1.5: ln M = 8.731, S = 0.6294, y*S = 0.9442
y = 2.0: ln M = 9.393, S = 0.3106, y*S = 0.6213
y = 3.0: ln M = 10.117, S = 0.0929, y*S = 0.2788
k dsigma/dk, W example: 41.79 barn
k dsigma/dk, complete screening: 44.63 barn
k dsigma/dk, no screening: 55.57 barn
fraction of photons with y < 1: 0.4225
angle unit m/E0: 10.220 mrad
D = 0.5101, f0 = 1.4124
median y, first-order estimate: 1.1979
median y, root search: 1.1945
median angle: 12.21 mrad = 0.699 degree
k/E0 = 0.2: median y bare 1.0000, W 50 MeV 1.2743, complete screening 1.3039
k/E0 = 0.5: median y bare 1.0000, W 50 MeV 1.1945, complete screening 1.2799
k/E0 = 0.8: median y bare 1.0000, W 50 MeV 1.0750, complete screening 1.2407
\end{verbatim}
